# Frequency and Bandwidth Shifts of a Quartz Resonator in Gas

A quartz crystal that weighs a growing or etched film also feels the gas above it. This problem finds what the gas does to the resonance, and when the usual description of a gas as a viscous fluid may be used.

**Setting.** An AT-cut quartz plate of thickness $d$, density $\rho_q$ and shear modulus $\mu_q$ vibrates in thickness shear: its material moves along $x$, and the displacement $u$ depends on the coordinate $z$ across the plate. The face at $z=d$ touches a gas of density $\rho$ and viscosity $\eta$. The surroundings of the other face do not change. Electrodes, piezoelectric stiffening and the finite width of the plate are left out. Temperature, static pressure and adsorbed mass are held fixed.

Oscillating quantities are real parts of complex amplitudes times $e^{i\omega t}$. A free vibration has the complex frequency $\tilde f=f+i\Gamma$, with $\omega=2\pi\tilde f$. Its amplitude then decays as $e^{-2\pi\Gamma t}$, so a positive $\Gamma$ means loss.

## (a) The stress from the gas

**The gas face moves with velocity amplitude $U$ along $x$. Find the gas flow and the ratio $Z$ of the resisting stress to $U$. Assume a Newtonian gas that sticks to the wall and is deep compared with the range of the motion.**

**Solution.** Let $s=z-d$ be the height above the face. The flow is $\mathbf v=v(s,t)\,\hat{\mathbf x}$. It is free of divergence, and the convective term $(\mathbf v\cdot\nabla)\mathbf v=v\,\partial_x\mathbf v$ vanishes because $v$ does not depend on $x$. With uniform pressure, the momentum equation is

$$\rho\,\frac{\partial v}{\partial t}=\eta\,\frac{\partial^2 v}{\partial s^2}.$$

Inserting $v=Ue^{-\kappa s}e^{i\omega t}$ gives $i\omega\rho=\eta\kappa^2$. The root that decays away from the wall has a positive real part. Since $\sqrt i=(1+i)/\sqrt2$,

$$\kappa=\sqrt{\frac{i\omega\rho}{\eta}}=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2\eta}{\rho\omega}}.$$

The motion dies out over the decay length $\delta$. The gas exerts the stress $\eta\,\partial v/\partial s=-\eta\kappa U$ on the wall. The resisting stress is its negative, so

$$Z=\eta\kappa=\sqrt{i\omega\rho\eta}=R+iX,\qquad R=X=\sqrt{\frac{\omega\rho\eta}{2}}=\frac{\eta}{\delta}.$$

The part $R$ is in phase with the velocity and takes the mean power $\tfrac12R|U|^2$ per area. The part $iX$ is in phase with the acceleration $i\omega U$, as for a mass per area $X/\omega$. Using $\eta=\rho\omega\delta^2/2$,

$$\frac{X}{\omega}=\frac{\eta}{\omega\delta}=\frac{\rho\delta}{2}.$$

The inertial load equals that of a gas layer of thickness $\delta/2$ moving rigidly with the wall.

The flow equation was also solved in time, starting from rest. In the twelfth period the stress components were $R=0.7072$ and $X=0.7070$ in units of $\sqrt{\omega\rho\eta}$, against $1/\sqrt2=0.7071$.

## (b) The complex frequency shift

**Find the change of $\tilde f$ caused by a small load $Z$, and apply it to the viscous gas. Include the odd overtones $n$.**

**Solution.** In the quartz, $\rho_q\ddot u=\mu_q u''$. The wavenumber is $k=\omega/c$ with $c=\sqrt{\mu_q/\rho_q}$, and the shear impedance is $Z_q=\sqrt{\rho_q\mu_q}=\mu_qk/\omega$.

Take the other face, at $z=0$, as free for the moment. Then $u'(0)=0$ and $u=A\cos kz$. At $z=d$ the elastic stress must equal the stress exerted by the gas, $\mu_qu'(d)=-Z\,i\omega u(d)$, so

$$-\mu_qkA\sin kd=-i\omega ZA\cos kd\quad\Longrightarrow\quad Z_q\tan kd=iZ.$$

Without a load, $kd=n\pi$, which gives the frequencies $nf_0$ with $f_0=c/(2d)$. In general $kd=\pi\tilde f/f_0$. Write $\tilde f=nf_0+\Delta\tilde f$. The tangent has period $\pi$, so

$$\tan\!\left(\frac{\pi\Delta\tilde f}{f_0}\right)=\frac{iZ}{Z_q}.$$

For $|Z|\ll Z_q$ the tangent may be replaced by its argument:

$$\Delta\tilde f=\Delta f+i\Delta\Gamma=\frac{if_0}{\pi Z_q}(R+iX).$$

Separating real and imaginary parts,

$$\Delta f=-\frac{f_0X}{\pi Z_q},\qquad \Delta\Gamma=\frac{f_0R}{\pi Z_q}.$$

To leading order $Z$ is taken at $\omega=2\pi nf_0$, where $R=X=\sqrt{\pi nf_0\rho\eta}$. Therefore

$$\boxed{\;-\Delta f=\Delta\Gamma=\sqrt n\,f_0^{3/2}\sqrt{\frac{\rho\eta}{\pi\rho_q\mu_q}}\;}$$

The viscous gas lowers the frequency and raises $\Gamma$ by the same amount, because $\sqrt i$ has equal real and imaginary parts. Evaluating $Z$ at the unloaded frequency makes a relative error of order $\Delta f/f_0$, and the cubic term of the tangent is smaller still.

**The other face.** Suppose it carries a small load $Z_b$, and write $u=A\cos kz+B\sin kz$. Its outward normal points along $-z$, so the balance there is $\mu_qu'(0)=i\omega Z_bu(0)$, which gives $B/A=iZ_b/Z_q$. The condition at $z=d$ becomes

$$Z_q\left(\tan kd-\frac BA\right)=iZ\left(1+\frac BA\tan kd\right).$$

To first order in the loads, $\tan kd=i(Z+Z_b)/Z_q$. The loads add, so an unchanged load on the other face drops out of a difference. The same gas on both faces would double the shifts.

## (c) What an instrument measures as $\Gamma$

**Show that $\Gamma$ is half the full width at half height of the conductance peak.**

**Solution.** A uniform field across the plate produces a uniform piezoelectric stress, which acts like equal and opposite tractions on the two faces. Let these be $+\tau$ at $z=0$ and $-\tau$ at $z=d$, with $\tau$ real and $\omega$ now real. The force balances are

$$\mu_qu'(0)=-\tau,\qquad \mu_qu'(d)=-\tau-i\omega Zu(d).$$

With $u=A\cos kz+B\sin kz$, the first gives $Z_qB=-\tau/\omega$. Dividing the second by $\omega$ and collecting terms,

$$A\,(-Z_q\sin kd+iZ\cos kd)=Z_qB(1-\cos kd)-iZB\sin kd.$$

Near an odd resonance put $kd=n\pi+\epsilon$, with $\epsilon=\pi(f-nf_0)/f_0$ small. Then $\sin kd\approx-\epsilon$ and $\cos kd\approx-1$. The last term is of second order in small quantities and is dropped:

$$A(Z_q\epsilon-iZ)=2Z_qB=-\frac{2\tau}{\omega}.$$

By part (b), $if_0Z/(\pi Z_q)=\Delta f+i\Gamma$ when the gas is the sole source of loss. With $f_r=nf_0+\Delta f$,

$$A=-\frac{2\tau f_0}{\pi\omega Z_q}\,\frac{1}{f-f_r-i\Gamma}.$$

The faces move oppositely, so $u(0)-u(d)\approx2A$. The mean power supplied per area is

$$P=\tfrac12\,\mathrm{Re}\,[\tau\,i\omega\,2A]=\frac{2\tau^2f_0}{\pi Z_q}\,\frac{\Gamma}{(f-f_r)^2+\Gamma^2}.$$

It falls to half its peak at $f=f_r\pm\Gamma$. At fixed drive voltage the conductance is proportional to this power, so $\Gamma$ is the half-bandwidth. Other small losses add to $\Gamma$, and the gas then contributes $\Delta\Gamma$.

## (d) Gas or film?

**Compare the gas with a rigid film of mass $m$ per area.**

**Solution.** Accelerating the film requires the stress $i\omega mU$, so $Z=i\omega m$ and $R=0$. For the fundamental, $\omega=2\pi f_0$ and

$$\Delta f=-\frac{f_0(2\pi f_0m)}{\pi Z_q}=-\frac{2f_0^2m}{Z_q},\qquad \Delta\Gamma=0.$$

From the frequency of the fundamental alone, a viscous gas cannot be told from a film of mass $\rho\delta/2$. The bandwidth separates them, provided the film is rigid and lossless. Overtones do so too: since $\omega=2\pi nf_0$, the film's shift grows as $n$, while that of the viscous gas grows as $\sqrt n$. This exponent assumes no slip. The slip of part (e) grows with frequency and slows the growth further: for the nitrogen of part (g) the frequency shift at $n=3$ is about 1.5 times that of the fundamental, not 1.73 times.

## (e) Slip at the wall

**In a gas, the velocity next to a wall differs from that of the wall. Let the slip length be $\ell$, so that $v(0)=U+\ell\,\partial v/\partial s$ at $s=0$. How do the two shifts change?**

**Solution.** The flow still decays as $e^{-\kappa s}$, so $v(0)=U-\ell\kappa v(0)$, or $v(0)=U/(1+\ell\kappa)$. With $a=\ell/\delta$ the load is

$$Z=\frac{\eta\kappa}{1+\ell\kappa}=\frac{\eta}{\delta}\,\frac{1+i}{1+a+ia}.$$

Multiply numerator and denominator by $1+a-ia$. The numerator becomes $(1+i)(1+a-ia)=1+2a+i$, and the denominator becomes $(1+a)^2+a^2=1+2a+2a^2$. Relative to the no-slip result, the shifts are multiplied by

$$F_f=\frac{1}{1+2a+2a^2},\qquad F_\Gamma=\frac{1+2a}{1+2a+2a^2}.$$

For small $a$ these are $1-2a$ and $1-2a^2$. The reason is visible in the expansion $Z\approx\eta\kappa-\ell\eta\kappa^2=\eta\kappa-i\omega\rho\ell$: to first order, slip removes an inertial mass $\rho\ell$ and leaves the resistance alone. The equality of the two shifts therefore fails first through the frequency.

For diffuse reflection, kinetic theory gives $\ell\approx1.15\lambda$. The rough value $\ell=\lambda$ is used below, with the mean free path $\lambda$ defined by

$$\lambda=\frac{\eta}{p}\sqrt{\frac{\pi R_gT}{2M}},$$

with pressure $p$, molar mass $M$ and gas constant $R_g$. Using $\rho=pM/(R_gT)$,

$$\frac{\lambda^2}{\delta^2}=\frac{\eta^2}{p^2}\,\frac{\pi R_gT}{2M}\,\frac{\rho\omega}{2\eta}=\frac{\pi}{4}\,\frac{\omega\eta}{p}.$$

The time $\eta/p$ is about the time between collisions. The requirements that $\lambda\ll\delta$ and that collisions be frequent within a cycle are thus governed by the same number, $\omega\eta/p$, which must be small. Since $\lambda/\delta$ goes as its square root, slip can matter even when collisions are very frequent. High frequency and low pressure both work against the viscous law.

## (f) The opposite limit

**Find the load when molecules leaving the wall do not collide within the range and time that matter. Assume diffuse reflection.**

**Solution.** Molecules of mass $m_g$ and number density $N$ strike unit area at the rate

$$N\int_0^\infty v_z\sqrt{\frac{m_g}{2\pi k_BT}}\,e^{-m_gv_z^2/2k_BT}\,dv_z=N\sqrt{\frac{k_BT}{2\pi m_g}}=\frac{N\bar c}{4},$$

where $\bar c=\sqrt{8k_BT/(\pi m_g)}$ is the mean speed. They arrive from gas at rest with zero mean momentum along $x$, and leave with mean momentum $m_gU$. The wall supplies the difference:

$$Z=\frac{\rho\bar c}{4},\qquad \Delta f=0,\qquad \Delta\Gamma=\frac{f_0\rho\bar c}{4\pi Z_q}.$$

Molecules leaving the wall carry its motion into the gas, but without collisions none of it comes back. The stress therefore follows the instantaneous velocity of the wall, and there is no inertial load. The gas damps the crystal without lowering its frequency. At fixed temperature $\Delta\Gamma$ is proportional to $p$. In the viscous regime, with $\eta$ independent of pressure, it is proportional to $\sqrt p$.

## (g) A gas switch in atmospheric-pressure ALD

**A 6 MHz crystal monitors a spatial ALD zone at 373 K and 760 Torr. The gas on its front face is switched from nitrogen to argon at fixed temperature and pressure. Find the shifts, and compare them with one growth cycle of alumina.**

**Solution.** Rough typical viscosities are $2.1\times10^{-5}$ Pa s for nitrogen and $2.7\times10^{-5}$ Pa s for argon. The ideal-gas densities are 0.915 and 1.304 kg/m³. Rough quartz constants, 2650 kg/m³ and $2.95\times10^{10}$ Pa, give $Z_q=8.842\times10^6$ Pa s/m.

For nitrogen $|Z|=\sqrt{\omega\rho\eta}=26.91$ Pa s/m, so $R=X=26.91/\sqrt2=19.03$ Pa s/m. Hence

$$-\Delta f=\Delta\Gamma=\frac{6\times10^6}{\pi\times8.842\times10^6}\times19.03=4.11\ \text{Hz}.$$

For argon this is multiplied by the root of the ratio of $\rho\eta$:

$$4.11\times\sqrt{\frac{1.304\times2.7}{0.915\times2.1}}=5.56\ \text{Hz}.$$

The viscous law thus predicts that the switch lowers $f$ by 1.45 Hz and raises $\Gamma$ by 1.45 Hz.

A finite-element solution of the equations of motion of plate and gas, without any impedance formula, gave $\Delta f=-4.111$ Hz and $\Delta\Gamma=4.110$ Hz for nitrogen. A driven frequency sweep of the same model had a half-width of 4.110 Hz. Multiplying $\rho$ or $\eta$ by four doubled both shifts. For $n=3$ the model gave $-7.124$ and 7.121 Hz, against 7.120 Hz from the law.

**Slip.** With $\ell=\lambda$, the ratio $a$ is 0.078 for nitrogen and 0.089 for argon. The frequency factors are 0.855 and 0.838, and the bandwidth factors 0.990 and 0.987. The shifts from the bare crystal become:

| Gas | $\Delta f$ (Hz) | $\Delta\Gamma$ (Hz) |
|---|---:|---:|
| N₂ | −3.52 | 4.07 |
| Ar | −4.66 | 5.49 |

The switch now changes $f$ by $-1.15$ Hz and $\Gamma$ by $+1.42$ Hz. Even at atmospheric pressure, slip with $\ell=\lambda$ takes about 15 % off the frequency shift of each gas. With $\ell=1.15\lambda$ the same formula takes off 16 % for nitrogen and 18 % for argon. The bandwidth corrections of about 1 % should not be trusted in detail. If the shear stress relaxes with the time $\eta/p$, then $\eta$ is replaced by $\eta/(1+i\omega\eta/p)$, which changes $R$ and $X$ in opposite directions by a further fraction of about $\omega\eta/(2p)$, or 0.4 % in nitrogen and 0.5 % in argon.

**Reading the shift as mass.** Taken for a film, the 1.45 Hz of the viscous law would mean 18 ng/cm²; the slip-corrected value would mean $18\times1.15/1.45\approx14$ ng/cm². A rough alumina cycle, 0.1 nm at 3000 kg/m³, adds 30 ng/cm² and lowers $f$ by 2.44 Hz. The gas switch therefore imitates about half a cycle. Adding the measured $\Delta\Gamma$ to $\Delta f$ would cancel the gas contribution if the viscous law held. With slip it leaves $-1.15+1.42\approx+0.28$ Hz (from unrounded values), or roughly a tenth of the cycle's signal, with the sign of a mass loss. With $\ell=1.15\lambda$ it becomes $+0.31$ Hz, so only the first digit is meaningful. This small difference assumes a smooth face and the same ratio $\ell/\lambda$ in both gases. Unequal ratios, or gas trapped in surface roughness, change its size. Reversing its sign would take a ratio $\ell/\lambda$ about 1.7 times larger in nitrogen than in argon, or a rigidly trapped gas layer about 90 nm deep.

**Beside a real monitor.** Real crystals break several assumptions, and the following sizes rest on rough or assumed coefficients.

- Static pressure stiffens the plate. At a rough relative rise of $10^{-9}$ per Torr, filling from vacuum to 760 Torr raises $f$ by 4.6 Hz. This is comparable with the viscous lowering in nitrogen, 4.1 Hz for one face and twice that if the gas reaches both, so the viscous law alone does not give the total change. The static-pressure effect cancels in a switch at fixed pressure.
- A rough temperature coefficient of $2\times10^{-6}$ per K gives 1.2 Hz for 0.1 K, as much as the switch itself. A new gas can change the heat flow to the crystal and hence its temperature; the size of that drift is not estimated here.
- Gas trapped in narrow pits with an assumed mean depth of 50 nm adds up to $-0.37$ Hz in nitrogen. The full value requires the trapped gas to move rigidly with the crystal. Wide, shallow relief adds much less.
- A plate of finite width also moves slightly along its normal and radiates sound. For an assumed velocity ratio of 0.05, and no returning echo, this adds 0.19 Hz to $\Delta\Gamma$ in nitrogen.

**Ordinary vacuum ALD.** At about 1 Torr the regime is different. For nitrogen at 373 K, $\omega\eta/p=5.9$, and the mean free path of 66 µm exceeds the nominal decay length of 30 µm. The viscous law would give 0.149 Hz for both shifts, but its conditions are not met. The collisionless estimate, with $\bar c=531$ m/s, is $\Delta\Gamma=0.035$ Hz and no lowering of $f$. The viscous bandwidth is 4.3 times larger. Since $\omega\eta/p$ is not very large, the collisionless value is itself an estimate rather than a precise prediction. The numerical output lists the values for both regimes.

## Values computed for the example and the checks

```
f0 = 6.0 MHz, T = 373 K, p = 760 Torr
quartz density 2650 kg/m3, shear modulus 2.95e+10 Pa
quartz impedance 8.842e+06 Pa s/m, thickness 278.0 um
time-domain R, X (unit sqrt(omega rho eta)): 0.7072, 0.7070
N2: molar mass 28.0 g/mol, viscosity 2.1e-05 Pa s
N2: density 0.9148 kg/m3, delta 1.104 um
N2: law -df = dGamma = 4.110 Hz
N2: plate+gas model df -4.111, dGamma 4.110 Hz
N2: mean free path 0.0864 um, path/delta 0.0783
N2: slip factors f 0.855, Gamma 0.990
N2: with slip df -3.516, dGamma 4.067 Hz
Ar: molar mass 39.9 g/mol, viscosity 2.7e-05 Pa s
Ar: density 1.3036 kg/m3, delta 1.048 um
Ar: law -df = dGamma = 5.564 Hz
Ar: plate+gas model df -5.564, dGamma 5.564 Hz
Ar: mean free path 0.0931 um, path/delta 0.0888
Ar: slip factors f 0.838, Gamma 0.987
Ar: with slip df -4.662, dGamma 5.490 Hz
N2: |Z| = 26.91 Pa s/m, |Z|/Zq = 3.04e-06
N2: driven half width at half height 4.110 Hz
N2 third overtone: law 7.120 Hz, model df -7.124, dGamma 7.121 Hz
model shift ratio, rho x4: f 2.0000, Gamma 2.0000
model shift ratio, eta x4: f 2.0000, Gamma 2.0000
model shift ratio, rho x4, eta /4: f 1.0000, Gamma 1.0000
N2: moving gas mass rho*delta/2 = 50.5 ng/cm2
rigid film of that mass: df -4.111 Hz, |dGamma| 0.0e+00 Hz
switch N2 to Ar, law: df -1.453, dGamma 1.453 Hz
switch with slip: df -1.146, dGamma 1.423 Hz
apparent film mass of switch (law) 17.8 ng/cm2
rough alumina cycle: 0.1 nm at 3000 kg/m3 = 30 ng/cm2, df -2.44 Hz
N2: omega*eta/p = 0.0078, relaxation effect 0.39 %
static pressure, rough 1e-09 per Torr: +4.6 Hz from vacuum to 760 Torr
temperature, rough 2e-06 per K: 1.2 Hz for 0.1 K
gas trapped in 50 nm roughness (assumed): df -0.37 Hz
compressional loss, normal/tangential speed 0.05 (assumed): dGamma 0.19 Hz
N2 at 1 Torr: omega*eta/p = 5.94
N2 at 1 Torr: mean free path 65.7 um, delta 30.4 um
N2 mean molecular speed 531 m/s
N2 at 1 Torr: viscous law 0.149 Hz (not valid), collisionless dGamma 0.0345 Hz
N2 at 1 Torr: viscous/collisionless bandwidth 4.32
```
